# Absorbed flash-lamp flux from surface temperature: time step and noise amplification: test program

```python
"""Recover the flux q(t) absorbed by a half-space from its surface temperature.

Result under test, for samples rise_i at times i*dt and effusivity e=sqrt(k*C):
  q_n = 2e/sqrt(pi dt) * sum_i (rise_i-rise_{i-1})*(sqrt(n-i+1)-sqrt(n-i))
  bias  = -K e rise'' dt^(3/2),  K = -zeta(-1/2)/Gamma(3/2)
  noise = 2 e sigma G/sqrt(pi dt) for independent errors sigma per sample.
k: conductivity, C: heat capacity per volume, G: root sum of squared weights.
Internal units: cm, s, K, W, J.
"""
import numpy as np
import mpmath as mp
from scipy.constants import Stefan_Boltzmann
from scipy.integrate import solve_ivp, cumulative_trapezoid, quad
from scipy.signal import fftconvolve

T_START, T_REF = 800.0, 1100.0
K_REF, C_REF = 0.30, 2.2
EFF = np.sqrt(K_REF * C_REF)
DIFFUSIVITY = K_REF / C_REF
Q_PEAK, TAU, T_END = 14000.0, 1e-3, 4e-3
SIGMA = 1.0
WAFER = 775e-4
ABSORB = 2e-4
EMISSIVITY = 0.7
rng = np.random.default_rng(12345)


def flux(t):
    x = t / TAU
    return Q_PEAK * x**2 * np.exp(2 * (1 - x))


def flux_second_derivative(t):
    x = t / TAU
    return Q_PEAK / TAU**2 * (2 - 8*x + 4*x**2) * np.exp(2 * (1 - x))


nodes, gauss_w = np.polynomial.legendre.leggauss(60)
nodes, gauss_w = (nodes + 1) / 2, gauss_w / 2


def abel_forward(source, t):
    """Surface response; the substitution s=t(1-v^2) removes the singularity."""
    t = np.asarray(t, float)
    values = source(t[:, None] * (1 - nodes**2))
    return 2 * np.sqrt(t) / (EFF * np.sqrt(np.pi)) * (values @ gauss_w)


def invert(rise, dt):
    """Piecewise-linear inversion; last axis is time, first sample at t=dt."""
    rise = np.atleast_2d(rise)
    steps = np.diff(rise, axis=1, prepend=0.0)
    j = np.arange(rise.shape[1])
    kernel = (np.sqrt(j + 1) - np.sqrt(j))[None, :]
    out = fftconvolve(steps, kernel, axes=1)[:, :rise.shape[1]]
    return np.squeeze(2 * EFF / np.sqrt(np.pi * dt) * out)


def conductivity(T):
    return K_REF * (T / T_REF)**-1.2


def heat_capacity(T):
    return C_REF * (1 + 1.2e-4 * (T - T_REF))


def simulate(thickness, times, variable=False, absorb=0.0):
    """Finite-volume heat flow in a slab with an insulated back face."""
    count = int(np.ceil(np.log(1 + thickness*0.03/0.2e-4) / np.log(1.03)))
    dx = 1.03**np.arange(count)
    dx *= thickness / dx.sum()
    x = np.concatenate(([0.0], np.cumsum(dx)))
    faces = np.concatenate(([0.0], (x[1:] + x[:-1]) / 2, [thickness]))
    volume = np.diff(faces)
    share = np.zeros(len(x))
    if absorb > 0:
        share = -np.diff(np.exp(-faces / absorb))
    share[0] += 1 - share.sum()

    def rhs(t, u):
        if variable:
            k = conductivity(T_START + (u[1:] + u[:-1]) / 2)
            c = heat_capacity(T_START + u)
        else:
            k, c = K_REF, C_REF
        flow = k * (u[:-1] - u[1:]) / dx
        gain = flux(t) * share
        gain[:-1] -= flow
        gain[1:] += flow
        return gain / (c * volume)

    sol = solve_ivp(rhs, (0, times[-1]), np.zeros(len(x)), method="LSODA",
                    t_eval=times, rtol=1e-7, atol=1e-6, lband=1, uband=1,
                    first_step=1e-7, max_step=2e-5)
    assert sol.success
    return sol.y[0]


# Forward Abel integral against the heat equation itself
dt_sim = 20e-6
t_sim = np.linspace(dt_sim, T_END, 200)
rise_abel = abel_forward(flux, t_sim)
rise_pde = simulate(0.3, t_sim)
pde_gap = np.max(np.abs(rise_pde - rise_abel))
assert pde_gap < 1e-3 * rise_abel.max()

# Bias constant: sum over panels against the zeta value, then real bias
panels = np.arange(1, 20001)
panel_int = ((panels[:, None] + nodes)**-1.5 * nodes * (1 - nodes)) @ gauss_w
panel_sum = 4/3 + panel_int.sum() + (1/6) * 2 / np.sqrt(20001)
K_BIAS = float(-mp.zeta(-0.5) / mp.gamma(1.5))
assert abs(panel_sum / (4 * np.sqrt(np.pi)) - K_BIAS) < 1e-5
t_fine = np.arange(1, 4001) * 1e-6
curvature = abel_forward(flux_second_derivative, t_fine)
bias_fine = invert(abel_forward(flux, t_fine), 1e-6) - flux(t_fine)
bias_law = -K_BIAS * EFF * curvature * (1e-6)**1.5
bias_gap = np.max(np.abs(bias_fine - bias_law)) / np.max(np.abs(bias_law))
assert bias_gap < 0.06

# Noise constant: direct sum against the spectral integral
j = np.arange(1, 20000)
weights = np.concatenate(([1.0], np.sqrt(j+1) - 2*np.sqrt(j) + np.sqrt(j-1)))
G2 = np.sum(weights**2)
G = np.sqrt(G2)
phi = np.pi * nodes**2
gain2 = np.array([float(abs(4 * mp.sin(p/2)**2
                            * mp.polylog(-0.5, mp.expj(p)))**2) for p in phi])
G2_spectral = np.sum(gauss_w * gain2 * 2 * nodes)
assert abs(G2 - G2_spectral) < 1e-7
neighbour = np.sum(weights[1:] * weights[:-1]) / G2


def window_sum_variance(m):
    return np.sum(fftconvolve(weights, np.ones(m))[:len(weights)]**2)


log_growth = window_sum_variance(400) - window_sum_variance(50)
assert abs(log_growth - 0.5 * np.log(8)) < 0.02

# Monte Carlo noise and actual bias for a range of steps
A = 2 * EFF * SIGMA * G / np.sqrt(np.pi)
table, noise_mc = [], {}
for us in (200, 100, 80, 50, 20, 10, 5):
    dt, n = us * 1e-6, 4000 // us
    t = np.arange(1, n + 1) * dt
    bias = np.sqrt(np.mean((invert(abel_forward(flux, t), dt) - flux(t))**2))
    errors = invert(SIGMA * rng.standard_normal((2000, n)), dt)
    measured = np.sqrt(np.mean(errors[:, 4:]**2))
    assert abs(measured / (A / np.sqrt(dt)) - 1) < 0.04
    m = 400 // us
    mean_mc = np.std(errors[:, -m:].mean(axis=1))
    mean_law = A / G / np.sqrt(dt) * np.sqrt(window_sum_variance(m)) / m
    assert abs(mean_mc / mean_law - 1) < 0.08
    noise_mc[us] = measured
    table.append((us, bias, measured, A/np.sqrt(dt),
                  np.hypot(bias, measured), mean_law))
slope = np.log(noise_mc[5] / noise_mc[200]) / np.log(5 / 200)
assert abs(slope + 0.5) < 0.02
assert all(a[5] > b[5] for a, b in zip(table, table[1:]))

# Detector that averages a fast noisy signal over each step
raw = rng.standard_normal((1000, 4000))
binned = {}
for us in (10, 80):
    blocks = raw.reshape(1000, -1, us).mean(axis=2)
    binned[us] = np.sqrt(np.mean(invert(blocks, us * 1e-6)[:, 4:]**2))
bin_slope = np.log(binned[10] / binned[80]) / np.log(10 / 80)
assert abs(bin_slope + 1) < 0.04

# Best step: formula against a scan using the actual bias
rms_curvature = np.sqrt(np.mean(curvature**2))
B = K_BIAS * EFF * rms_curvature
dt_opt = np.sqrt(A / (np.sqrt(3) * B))
scan = []
for n in range(20, 201):
    dt = T_END / n
    t = np.arange(1, n + 1) * dt
    b2 = np.mean((invert(abel_forward(flux, t), dt) - flux(t))**2)
    scan.append((np.sqrt(b2 + A**2 / dt), dt))
best_error, best_dt = min(scan)
assert abs(best_dt / dt_opt - 1) < 0.2

# A common baseline error does not grow when the step shrinks
OFFSET = 5.0
base_error = {us: invert(np.full(1000 // us, OFFSET), us * 1e-6)[-1]
              for us in (50, 5)}
base_law = EFF * OFFSET / np.sqrt(np.pi * 1e-3)
assert all(abs(v / base_law - 1) < 0.02 for v in base_error.values())


# Finite thickness: image formula against a simulated thin slab
def image_excess(thickness, t):
    total = 0.0
    u = np.linspace(t / 8000, t, 8000)
    for n in (1, 2, 3):
        d = 2 * n * thickness
        p = d / np.sqrt(4*np.pi*DIFFUSIVITY*u**3)
        p = p * np.exp(-d**2 / (4*DIFFUSIVITY*u))
        total += 2 * np.trapezoid(flux(t - u) * p, u) if hasattr(
            np, "trapezoid") else 2 * np.trapz(flux(t - u) * p, u)
    return total


thin_excess = invert(simulate(0.03, t_sim), dt_sim)[-1] - flux(T_END)
thin_law = image_excess(0.03, T_END)
assert abs(thin_excess - thin_law) < 0.003 * Q_PEAK
assert thin_law > 0.02 * Q_PEAK
wafer_excess = image_excess(WAFER, T_END)

# Temperature-dependent properties and finite absorption depth
rise_var = simulate(WAFER, t_sim, variable=True)
T_grid = np.linspace(T_START, T_START + rise_var.max() + 1, 4000)
eff_grid = np.sqrt(conductivity(T_grid) * heat_capacity(T_grid))
eff_integral = cumulative_trapezoid(eff_grid, T_grid, initial=0)
rise_weighted = np.interp(T_START + rise_var, T_grid, eff_integral) / EFF
err_const = np.max(np.abs(invert(rise_var, dt_sim) - flux(t_sim)))
err_weighted = np.max(np.abs(invert(rise_weighted, dt_sim) - flux(t_sim)))
assert err_weighted < err_const
rise_deep = simulate(WAFER, t_sim, absorb=ABSORB)
err_deep = np.max(np.abs(invert(rise_deep, dt_sim) - flux(t_sim)))
err_plain = np.max(np.abs(invert(rise_abel, dt_sim) - flux(t_sim)))
T_peak = T_START + rise_abel.max()
radiated = EMISSIVITY * Stefan_Boltzmann * 1e-4 * (T_peak**4 - T_START**4)

print(f"k {K_REF:.2f} W/(cm K), C {C_REF:.2f} J/(cm3 K), T0 {T_START:.0f} K")
print(f"effusivity {EFF:.4f} W s^0.5/(cm2 K)")
print(f"diffusivity {DIFFUSIVITY:.4f} cm2/s")
print(f"peak flux {Q_PEAK/1e3:.1f} kW/cm2 at {TAU*1e3:.1f} ms")
print(f"absorbed fluence in 4 ms {quad(flux, 0, T_END)[0]:.2f} J/cm2")
print(f"peak temperature {T_peak:.1f} K at "
      f"{t_sim[np.argmax(rise_abel)]*1e3:.2f} ms")
print(f"heat equation minus Abel integral, max {pde_gap:.4f} K")
print(f"bias constant K {K_BIAS:.6f}; panel sum "
      f"{panel_sum/(4*np.sqrt(np.pi)):.6f}")
print(f"bias law misfit at 1 us {100*bias_gap:.2f} % of largest bias")
print(f"G^2 sum {G2:.7f}, spectral {G2_spectral:.7f}; G {G:.5f}")
print(f"neighbour noise correlation {neighbour:.4f}")
print(f"V(400)-V(50) {log_growth:.4f}; half ln 8 {0.5*np.log(8):.4f}")

t_hand = np.arange(1, 5) * 0.25e-3
r_hand = abel_forward(flux, t_hand)
k_hand = np.sqrt(np.arange(4, 0, -1)) - np.sqrt(np.arange(3, -1, -1))
print("hand example, step 0.25 ms: rises (K)", np.round(r_hand, 2))
print("increments (K)", np.round(np.diff(r_hand, prepend=0), 2))
print("root differences", np.round(k_hand, 4))
print(f"prefactor {2*EFF/np.sqrt(np.pi*0.25e-3):.3f} W/(cm2 K)")
print(f"flux at 1 ms {invert(r_hand, 0.25e-3)[-1]:.1f} W/cm2, "
      f"true {flux(1e-3):.1f} W/cm2")

print(f"sample noise {SIGMA:.1f} K; rms flux errors in W/cm2:")
print("step(us) bias noiseMC noiseLaw total noise of 0.4 ms mean")
for row in table:
    print("%4d %9.2f %8.1f %8.1f %8.1f %8.2f" % row)
print(f"noise exponent, fixed sigma {slope:.3f}")
print(f"noise exponent, step-averaging detector {bin_slope:.3f}")
print(f"rms second derivative of rise {rms_curvature:.3e} K/s2")
print(f"A {A:.4f} W s^0.5/cm2, B {B:.4e} W/(cm2 s^1.5)")
print(f"best step: formula {dt_opt*1e6:.1f} us, scan {best_dt*1e6:.1f} us")
print(f"rms error at scanned best step {best_error:.1f} W/cm2")
print(f"5 K baseline error at 1 ms: {base_error[50]:.2f} (50 us), "
      f"{base_error[5]:.2f} (5 us),")
print(f"  law {base_law:.2f} W/cm2")

noise_5 = SIGMA * rng.standard_normal(800)
q_5 = invert(abel_forward(flux, np.arange(1, 801)*5e-6) + noise_5, 5e-6)
q_80 = invert(abel_forward(flux, np.arange(1, 51)*80e-6) + noise_5[15::16],
              80e-6)
print("one noisy trace: t(ms), true, 80 us, 5 us (W/cm2)")
for us in (400, 800, 1200, 2000, 3200):
    print(f"{us/1e3:.1f} {flux(us*1e-6):9.1f} {q_80[us//80-1]:9.1f} "
          f"{q_5[us//5-1]:9.1f}")

print("neglected effects, max flux error in % of peak flux (20 us step):")
print(f"none (discretization only) {100*err_plain/Q_PEAK:.3f}")
print(f"k(T), C(T) ignored {100*err_const/Q_PEAK:.2f}")
print(f"k(T), C(T) with integral of e(T) {100*err_weighted/Q_PEAK:.2f}")
print(f"peak temperature with k(T), C(T) {T_START+rise_var.max():.1f} K")
k_ends = conductivity(np.array([800.0, 1400.0]))
c_ends = heat_capacity(np.array([800.0, 1400.0]))
print("k at 800, 1400 K", np.round(k_ends, 3), "W/(cm K)")
print("C at 800, 1400 K", np.round(c_ends, 3), "J/(cm3 K)")
print(f"absorption depth {ABSORB*1e4:.1f} um: {100*err_deep/Q_PEAK:.2f}")
print(f"wafer {WAFER*1e4:.0f} um, at 4 ms: {100*wafer_excess/Q_PEAK:.5f}")
print(f"slab 300 um, at 4 ms: simulated {100*thin_excess/Q_PEAK:.2f}, "
      f"images {100*thin_law/Q_PEAK:.2f}")
print(f"extra radiation at peak T, emissivity {EMISSIVITY:.1f}: "
      f"{radiated:.1f} W/cm2")
print("tests ok")
```

Running it gives:

```
k 0.30 W/(cm K), C 2.20 J/(cm3 K), T0 800 K
effusivity 0.8124 W s^0.5/(cm2 K)
diffusivity 0.1364 cm2/s
peak flux 14.0 kW/cm2 at 1.0 ms
absorbed fluence in 4 ms 25.51 J/cm2
peak temperature 1412.8 K at 1.76 ms
heat equation minus Abel integral, max 0.0359 K
bias constant K 0.234574; panel sum 0.234574
bias law misfit at 1 us 5.92 % of largest bias
G^2 sum 1.3574874, spectral 1.3574874; G 1.16511
neighbour noise correlation -0.3838
V(400)-V(50) 1.0394; half ln 8 1.0397
hand example, step 0.25 ms: rises (K) [ 49.51 184.51 337.94 465.67]
increments (K) [ 49.51 135.   153.43 127.73]
root differences [0.2679 0.3178 0.4142 1.    ]
prefactor 57.977 W/(cm2 K)
flux at 1 ms 14347.0 W/cm2, true 14000.0 W/cm2
sample noise 1.0 K; rms flux errors in W/cm2:
step(us) bias noiseMC noiseLaw total noise of 0.4 ms mean
 200    253.62     75.4     75.5    264.6    41.92
 100     93.95    106.7    106.8    142.2    32.45
  80     68.10    118.9    119.4    137.0    29.80
  50     34.47    150.9    151.0    154.8    24.82
  20      9.04    238.5    238.8    238.7    17.15
  10      3.26    337.7    337.7    337.8    12.86
   5      1.17    478.3    477.7    478.3     9.58
noise exponent, fixed sigma -0.501
noise exponent, step-averaging detector -1.000
rms second derivative of rise 5.676e+08 K/s2
A 1.0681 W s^0.5/cm2, B 1.0816e+08 W/(cm2 s^1.5)
best step: formula 75.5 us, scan 81.6 us
rms error at scanned best step 137.4 W/cm2
5 K baseline error at 1 ms: 73.40 (50 us), 72.56 (5 us),
  law 72.47 W/cm2
one noisy trace: t(ms), true, 80 us, 5 us (W/cm2)
0.4    7437.1    7572.8    8473.7
0.8   13366.7   13401.1   12510.8
1.2   13513.7   13548.1   13688.2
2.0    7578.8    7452.7    7136.0
3.2    1760.1    1658.3    1098.7
neglected effects, max flux error in % of peak flux (20 us step):
none (discretization only) 0.210
k(T), C(T) ignored 6.91
k(T), C(T) with integral of e(T) 4.62
peak temperature with k(T), C(T) 1438.2 K
k at 800, 1400 K [0.44  0.225] W/(cm K)
C at 800, 1400 K [2.121 2.279] J/(cm3 K)
absorption depth 2.0 um: 1.96
wafer 775 um, at 4 ms: 0.00018
slab 300 um, at 4 ms: simulated 8.97, images 8.97
extra radiation at peak T, emissivity 0.7: 14.2 W/cm2
tests ok
```
